Rydberg constant and proton radius from two hydrogen lines

**Question**

I am trying to extract the Rydberg constant R∞ and the rms charge radius r of the proton from hydrogen spectroscopy. The 1S–2S line is far more accurate than any other line I want to use. It contains both unknowns, so I need a second line, for example 2S–4P.

I can write two equations for two unknowns, but I do not understand the errors. Suppose that 1S–2S has a standard error of 10 Hz and the second line one of 1 kHz. The size of the proton is a tiny correction, so I would expect 1S–2S to fix R∞ almost by itself, leaving the second line to fix r. Is that right? How are the errors of R∞ and r correlated, how much of the second line's error reaches each of them, and does the choice of second line matter?

**Answer**

It is not right. The size correction is tiny compared with the transition frequency, but what counts is how well it is known compared with the experimental error. As long as r is a free unknown, 1S–2S alone cannot tell a change in the size correction from a change in R∞. To see what follows, set up the two equations with all their factors.

**The size shift**

Write g = μ/m_e, where μ is the reduced mass of electron and proton. Let V be the potential energy of the electron in the field of the extended proton, and V₀ that for a point proton. The difference ΔV = V − V₀ vanishes outside the charge distribution, assumed spherical. An S wave function hardly varies over so small a region, so to leading order in r/a₀ the energy shift is

ΔE = |ψ(0)|² ∫ ΔV d³x.

To evaluate the integral, let s be the distance from the centre and use ∇²s² = 6. Two integrations by parts, whose surface terms vanish because ΔV is zero outside, give

∫ ΔV d³x = (1/6) ∫ s² ∇²ΔV d³x.

The electron has charge −e, so Poisson's equation gives ∇²V = eρ/ε₀, with ρ the proton's charge density. For the point proton, ρ is replaced by e δ³(x), which contributes nothing when multiplied by s². Since ∫ s² ρ d³x = e r² defines the rms radius,

∫ ΔV d³x = e² r²/(6ε₀) = (2π/3) (e²/4πε₀) r².

For an nS state |ψ(0)|² = g³/(π n³ a₀³), because the reduced mass enlarges the Bohr radius to a₀/g (g is below 1). Hence

ΔE = (2/3) (e²/4πε₀) g³ r²/(n³ a₀³).

With e²/(4πε₀a₀) = 2h c R∞, division by h gives the shift as a frequency:

ΔE/h = Y/n³, Y = C r², C = (4/3) c R∞ g³/a₀².

The shift is positive: inside the proton the attraction is weaker than that of a point charge. For P states the nonrelativistic |ψ|² grows as s² near the centre, which suppresses the shift by a further factor of order (r/a₀)², and for D states it is smaller still. For P levels with j = 1/2 the small relativistic component of the wave function does not vanish at the centre, so the suppression is only of order α²; that is still far below the 1 kHz error of the second line, and the term can be dropped here.

**Two linear equations**

Define X = g c R∞. Each level, as a frequency, is

E(n,l,j) = −X/n² + δ_{l0} Y/n³ + K(n,l,j).

K contains the relativistic and QED terms, which I take as supplied by theory. I also take α and the mass ratio as known. For a transition from a lower level n,l to an upper level n′,l′ with frequency ν, subtract the difference of the K terms and call the remainder f. Then

f = A X − B Y,

A = 1/n² − 1/n′²,

B = δ_{l0}/n³ − δ_{l′0}/n′³.

The minus sign in front of B says that raising the lower S level reduces the transition frequency. For 1S–2S,

A₁ = 1 − 1/4 = 3/4, B₁ = 1 − 1/8 = 7/8.

For 2S–4P,

A₂ = 1/4 − 1/16 = 3/16, B₂ = 1/8.

Now eliminate. Multiply the second equation by B₁ and the first by B₂, then subtract. The Y terms cancel:

B₁f₂ − B₂f₁ = (A₂B₁ − A₁B₂) X.

Multiply the second by A₁ and the first by A₂, then subtract. The X terms cancel:

A₁f₂ − A₂f₁ = (−A₁B₂ + A₂B₁) Y.

The same determinant appears in both results:

D = A₂B₁ − A₁B₂,

X = (B₁f₂ − B₂f₁)/D,

Y = (A₁f₂ − A₂f₁)/D.

For our pair D = 21/128 − 12/128 = 9/128 = 0.0703125.

Strictly, K and C also depend on R∞. At fixed α, K is proportional to X, and C to R∞³ because a₀ = α/(4πR∞). One evaluates them at a reference value of R∞. Its later corrections are so small in relative terms that this hardly matters; a number is given below.

**Errors and correlation**

Let the two line errors be ε₁ and ε₂, independent, with standard deviations s₁ and s₂. The solution is linear, so

δX = (B₁ε₂ − B₂ε₁)/D, δY = (A₁ε₂ − A₂ε₁)/D.

Square and average, using ⟨ε₁ε₂⟩ = 0:

var X = (B₁²s₂² + B₂²s₁²)/D²,

var Y = (A₁²s₂² + A₂²s₁²)/D²,

cov(X,Y) = (A₁B₁s₂² + A₂B₂s₁²)/D².

Let κ = cov(X,Y)/(σ_X σ_Y) be the correlation coefficient. When κ is close to 1, the informative quantity is its distance from 1. Form var X var Y − cov². The terms in s₂⁴ and s₁⁴ cancel, leaving

var X var Y − cov² = s₁²s₂² (A₂²B₁² + A₁²B₂² − 2A₁A₂B₁B₂)/D⁴ = s₁²s₂²/D²,

since the bracket is D². Dividing by var X var Y,

1 − κ² = s₁²s₂²D² / [(B₁²s₂² + B₂²s₁²)(A₁²s₂² + A₂²s₁²)].

If s₁ is so small that the s₁² terms in the denominator can be neglected, this becomes

1 − κ² ≈ (s₁/s₂)² D²/(A₁²B₁²).

The covariance is then positive, so κ is near +1. With 1 − κ² = (1 − κ)(1 + κ) ≈ 2(1 − κ),

1 − κ ≈ (s₁/s₂)² D²/(2A₁²B₁²).

In the same limit,

σ_X ≈ B₁s₂/|D|, σ_Y ≈ A₁s₂/|D|.

So the second line sets both errors, including that of the Rydberg constant.

The reason is visible without the covariance matrix. The 1S–2S line measures one combination, A₁X − B₁Y, very well. It confines the answer to a narrow strip in the (X,Y) plane, along which

δX = (B₁/A₁) δY = (7/6) δY.

A larger radius requires a larger Rydberg constant to keep 1S–2S in place. The second line must say where on the strip we are. When we move along it by δY, the second line changes by

δf₂ = A₂(7/6)δY − B₂δY = (D/A₁) δY.

For 2S–4P the two contributions are 0.21875 and 0.125. They partly cancel, leaving 0.09375. An error in f₂ is therefore multiplied by 1/0.09375 = 10.67 in Y, and by 7/6 of that, 12.44, in X.

**Numbers for hydrogen**

To test the inversion, I use model frequencies generated with r = 0.84 fm, not measured ones. K is restricted to the leading fine structure, which for j = 1/2 is

K = −(α²X/n³)[1 − 3/(4n)].

Lamb shifts, hyperfine structure and recoil beyond the reduced mass are left out; an analysis of real data must include them. With g = 0.99945568, a₀ = 52917.72 fm and c R∞ = 3289841960250.0 kHz, the size coefficient is C = 1563.88 kHz/fm². Thus

Y = 1563.88 × 0.84² = 1103.5 kHz.

This is about a hundred thousand times the 10 Hz error of 1S–2S.

As a check on the first-order formula, the nonrelativistic radial equation was solved for a uniform sphere and for a thin shell with the same rms radius. The 1S shifts are 1103.442 kHz for both, against 1103.470 kHz from the formula. The relative difference is about 3 × 10⁻⁵, of order r/a₀ as expected. First-order perturbation theory with the nonrelativistic 2P wave function gives about 10⁻⁶ Hz for the 2P shift of the sphere.

After subtraction of K, the two model lines are

f₁ = 2466038422720.778 kHz, f₂ = 616509605783.645 kHz.

The numerator of Y is

0.75 f₂ − 0.1875 f₁ = 462382204337.734 − 462382204260.146 = 77.588 kHz.

Hence Y = 77.588/0.0703125 = 1103.47 kHz, r² = 1103.47/1563.88 = 0.7056 fm² and r = 0.840 fm. Two numbers near 4.6 × 10¹¹ kHz have cancelled down to 78 kHz, so the frequencies must be carried with all their digits. For the other unknown,

X = (0.875 f₂ − 0.125 f₁)/0.0703125 = 3288051231581.75 kHz.

Division by the unrounded g returns the input c R∞.

Now take s₁ = 10 Hz and s₂ = 1 kHz:

σ_X = 0.875 × 1 kHz/0.0703125 = 12.44 kHz,

σ_Y = 0.75 × 1 kHz/0.0703125 = 10.67 kHz.

The terms in s₁ do not change these digits. For the radius,

σ(r²) = 10.67/1563.88 = 0.00682 fm²,

σ(r) = σ(r²)/(2r) = 0.00682/1.68 = 0.0041 fm.

The last line linearizes the square root and holds while σ(r²) is much smaller than r². The radius is thus known to 0.5 per cent of its value.

The relative error of R∞ is 3.8 × 10⁻¹², whereas that of the 1S–2S frequency is 4.1 × 10⁻¹⁵. The Rydberg constant is about 930 times worse in relative terms than the best line used to find it. That factor is nearly (A₁B₁/D)(s₂/s₁) = 9.33 × 100: a hundred from the weaker measurement and nine from the geometry.

The correlation is

1 − κ ≈ (1/2)(0.01)² [0.0703125/(0.75 × 0.875)]² = 5.74 × 10⁻⁷,

so κ = 0.9999994. A random sample of line errors, propagated with the numerically solved size shifts, gave 1 − κ = 5.71 × 10⁻⁷ and a slope δX/δY of 1.1666, in agreement with 7/6 within the sampling and finite-size differences.

**What the correlation means in practice**

First, you must quote the covariance along with the two errors. If someone predicts 1S–2S from your X and Y and treats them as independent, they will find an error of

√[(0.75 × 12.44)² + (0.875 × 10.67)²] = 13.2 kHz

for a line that you know to 10 Hz. With the covariance included, the two large contributions cancel and the 10 Hz returns, provided that enough digits are kept. The rounded values 12.44 kHz, 10.67 kHz and κ = 0.9999994 give 12 Hz; rounding the two errors further, to 12.4 and 10.7 kHz, gives 63 Hz.

Second, consider a hidden error in the second line. Suppose the true radius is 0.84 fm. What error in ν₂ would make you infer 0.88 fm? The required change is

δY = 1563.88 × (0.88² − 0.84²) = 1563.88 × 0.0688 = 107.6 kHz.

With f₁ fixed,

δf₂ = (D/A₁) δY = 0.09375 × 107.6 = 10.1 kHz,

and X moves by (7/6) × 107.6 = 125.5 kHz. A 10 kHz error in one line shifts the radius by 0.04 fm and the Rydberg constant along with it. With two lines and two unknowns there is no residual to warn you; a consistency check needs a further measurement, such as a third line whose response is not proportional to that of 1S–2S.

This is also a good place to test the neglect of the R∞ dependence of K and C. Solving the complete nonlinear model for the shifted line gives r = 0.879999 fm instead of 0.88 fm, a difference far below the error of 0.004 fm.

Third, suppose r is supplied by an independent experiment. If Y were known perfectly, both lines would measure X alone. Their weighted mean has the error

σ(X at fixed Y) = (A₁²/s₁² + A₂²/s₂²)^(−1/2) = 13.3 Hz,

which is practically s₁/A₁. This figure holds only with α and the mass ratio taken as exact. Their tabulated uncertainties are negligible beside 12 kHz but not beside 13 Hz: a relative error of 1.5 × 10⁻¹⁰ in α moves the fine-structure term of 1S–2S by about 9 Hz, which raises σ_X to about 18 Hz, and the mass ratio adds about 30 Hz when X is converted to c R∞. Compare this with 12.44 kHz when Y is free. Since A₁X = f₁ + B₁Y, an external radius with a finite error gives, from 1S–2S alone,

σ_X = √(s₁² + B₁²σ_Y²)/A₁.

An external error of 0.001 fm means σ_Y = 1563.88 × 1.68 × 0.001 = 2.63 kHz, and hence σ_X = 3.07 kHz. That is four times better than before, yet still far from 13 Hz. For the size term merely to equal the 10 Hz line error, we need σ_Y = 10 Hz/0.875 = 11.4 Hz, which means a radius error of about 4 × 10⁻⁶ fm. The leading-order size formula needs correction well before that level: relativistic effects change the S-state size shift by a relative amount of order α² ln(a₀/r), about 6 × 10⁻⁴, which corresponds to about 2.5 × 10⁻⁴ fm in r.

**Does the choice of second line matter?**

Yes. For s₁ ≪ s₂ the slope 7/6 belongs to 1S–2S and does not depend on the second line, but the amplification does. For the same error s₂ = 1 kHz:

2S–2P: X gain 9.33, Y gain 8.00, σ(r) = 0.0030 fm

2S–4P: X gain 12.44, Y gain 10.67, σ(r) = 0.0041 fm

2S–8D: X gain 7.86, Y gain 6.74, σ(r) = 0.0026 fm

1S–3S: X gain 15.75, Y gain 13.50, σ(r) = 0.0051 fm

2P–4D: X gain 5.33, Y gain 4.57, σ(r) = 0.0017 fm

This compares geometry at equal absolute error. It does not say which line is easiest to measure to 1 kHz.

The 1S–3S line has the largest size shift in the list and yet gives the poorest radius. What helps is a response to X and Y in a ratio different from that of 1S–2S, and here the ratios are similar. For a general 1S–nS line, the response to a move along the strip is

δf/δY = (7/6)(1 − 1/n²) − (1 − 1/n³) = 1/6 − 7/(6n²) + 1/n³.

It is zero at n = 2, as it must be: measuring 1S–2S again cannot separate the unknowns. At n = 3 it is 0.0741, whose inverse is the gain 13.5. As n → ∞ it tends to 1/6, with gain 6. More generally, the method fails when D = 0, that is, when A₂B₁ = A₁B₂.

The 2P–4D line is the opposite case. With no S state, B₂ = 0, so it measures X = f₂/A₂ without any size term at this order. The 1S–2S line then converts X into Y, and the error of X goes with it. The strong correlation therefore survives even though the second line does not see the proton's size.

**When the correlation disappears**

Near-perfect correlation is not a property of R∞ and r as such. In your case 1 − κ is as small as 6 × 10⁻⁷ because the much better line, 1S–2S, responds to both X and Y and so confines them to a sloping strip. Equal errors do not remove the correlation: with s₁ = s₂ the covariance formulas still give κ = 0.995 for 2S–4P and at least 0.97 for every line in the list above. It disappears if one line is much better than the other and responds to only one of the two unknowns. Take 2S–2P, where A₂ = 0 and f₂ = −Y/8, and allow any ratio of errors. Then D = −A₁B₂, and the covariance formulas reduce to

κ = B₁s₂/√(B₁²s₂² + B₂²s₁²).

For s₁ ≪ s₂ this is near 1, as before. In the opposite limit, s₂ ≪ s₁, it tends to zero. The second line then fixes Y, 1S–2S fixes X with error s₁/A₁, and the division of labour you expected is realized. Your stated errors, 10 Hz and 1 kHz, are in the first regime.

**Theory errors**

The formulas for δX and δY also cover errors in K. Because K is subtracted from the measured frequency, an error in the K difference of a line enters as an ε of the opposite sign. If a theory error affects both lines, insert its two contributions together, with their signs, instead of treating them as independent.

One case is special. Suppose the calculated S levels miss a term t/n³. Then every S level contains (Y + t)/n³, which has the form of a size shift. The fit returns Y + t in place of Y and leaves X unchanged. For t = 1 kHz the radius is wrong by

δr = t/(2Cr) = 1/(2 × 1563.88 × 0.84) = 0.00038 fm.

More hydrogen lines do not expose such an error, because it enters each of them exactly as Y does. An independent determination of r is needed. The numerical output below gives the main values used here, many of them with further digits.

Computed results

```
c R_inf = 3289841960250.0 kHz
mu/m_e = 0.9994556794
X reference = 3288051231581.753 kHz
a0 = 52917.7211 fm
C = 1563.8753 kHz/fm^2
chosen r = 0.84 fm, r^2 = 0.7056 fm^2
Y = 1S size shift, formula = 1103.4704 kHz
1S size shift, solved, sphere = 1103.4417 kHz
2S size shift, solved, sphere = 137.9302 kHz
1S size shift, solved, shell = 1103.4424 kHz
2S size shift, solved, shell = 137.9303 kHz
2P size shift, sphere = 1.03e-06 Hz
1S-2S: A1 = 0.750000, B1 = 0.875000
2S-4P: A2 = 0.187500, B2 = 0.125000, D = 0.0703125
model nu1 (1S-2S) = 2466068516861.361 kHz
model nu2 (2S-4P1/2) = 616521062075.7987 kHz
fine structure K1 = 30094140.5832 kHz
fine structure K2 = 11456292.1538 kHz
f1 = nu1 - K1 = 2466038422720.778 kHz
f2 = nu2 - K2 = 616509605783.6449 kHz
recovered X = 3288051231581.753 kHz
recovered c R_inf = 3289841960250.0 kHz
recovered Y = 1103.4704 kHz
recovered r = 0.840000 fm
chosen s1 = 10 Hz, s2 = 1 kHz
sigma(X) = 12.4445 kHz
sigma(c R_inf) = 12.4512 kHz
sigma(Y) = 10.6667 kHz
sigma(r^2) = 0.006821 fm^2
sigma(r) = 0.004060 fm
relative error of R_inf = 3.785e-12
relative error of 1S-2S = 4.055e-15
ratio of these = 933.3
correlation = 0.999999426
1 - correlation, full formula = 5.7397e-07
1 - correlation, small s1/s2 = 5.7398e-07
1 - correlation, random sample = 5.7135e-07
slope dX/dY, random sample = 1.166633
sigma(X) at fixed Y = 13.3333 Hz
s1/A1 = 13.3333 Hz
nu2 shift for r = 0.88 fm: 10.0870 kHz
Y shift in that case = 107.5946 kHz
X shift in that case = 125.5271 kHz
r from complete model = 0.8799994 fm
theory error t = 1 kHz: dr = 0.000381 fm
second line: A2, B2, D, gain X, gain Y, sigma(r)/fm at s2
2S-2P: 0.000000, 0.125000, -0.093750, 9.3333, 8.0000, 0.003045
2S-4P: 0.187500, 0.125000, 0.070312, 12.4444, 10.6667, 0.004060
2S-8D: 0.234375, 0.125000, 0.111328, 7.8596, 6.7368, 0.002564
1S-3S: 0.888889, 0.962963, 0.055556, 15.7500, 13.5000, 0.005138
2P-4D: 0.187500, 0.000000, 0.164062, 5.3333, 4.5714, 0.001740
```
